\section*{How many Chebyshev moments resolve 1 meV in a 10 eV spectrum?}

\section*{Question}

A density of states is computed by expanding it in Chebyshev polynomials of the Hamiltonian and damping the series with the Jackson kernel. The spectrum is 10 eV wide. How many moments are needed to resolve 1 meV at its centre, and how does that number scale?

\section*{Answer}

About $1.6\times10^4$, if ``resolve'' means that a sharp level acquires an rms width of 1 meV. If two equal levels 1 meV apart must appear as two peaks, about $3.4\times10^4$ are needed. Both numbers grow as the spectral width divided by the resolution. The reason is that the kernel has a fixed width of about $\pi/N$ in the angle $\arccos(E/a)$.

\subsection*{The broadened level}

Let the spectrum of $H$ lie in $[-a,a]$ with $a=5$ eV, and set $x=E/a=\cos\theta$. The polynomials are $T_n(\cos\theta)=\cos n\theta$. For a normalized state $|v\rangle$ the moments are $\mu_n=\langle v|T_n(H/a)|v\rangle$, and $N$ counts $\mu_0,\dots,\mu_{N-1}$. Since
\begin{equation}
\int_{-1}^{1}\frac{T_m(x)T_n(x)}{\pi\sqrt{1-x^2}}\,dx=\frac{\delta_{mn}(1+\delta_{n0})}{2},
\label{orth}
\end{equation}
a level at $x_0$, truncated after $N$ terms and damped by factors $g_n$ with $g_0=1$, becomes
\begin{equation}
\delta_N(x;x_0)=\frac{1+2\sum_{n=1}^{N-1}g_nT_n(x_0)T_n(x)}{\pi\sqrt{1-x^2}} .
\label{level}
\end{equation}
The computed density is a sum of such peaks, weighted by the squared magnitudes of the overlaps of $|v\rangle$ with the eigenstates. Using $2\cos n\theta\cos n\theta_0=\cos n(\theta-\theta_0)+\cos n(\theta+\theta_0)$,
\begin{equation}
\delta_N=\frac{K(\theta-\theta_0)+K(\theta+\theta_0)}{\sin\theta},\qquad
K(\varphi)=\frac{1}{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\varphi\Big].
\end{equation}
Without damping ($g_n=1$) the kernel $K$ has negative lobes; for $N=200$ the deepest is $-0.217$ of its maximum. A density must not be negative, so $K$ is built as a square. Take real $a_\nu$, $\nu=0,\dots,N-1$, with $\sum a_\nu^2=1$:
\begin{equation}
2\pi K(\varphi)=\Big|\sum_\nu a_\nu e^{i\nu\varphi}\Big|^2
\quad\Rightarrow\quad g_n=\sum_{\nu=0}^{N-1-n}a_\nu a_{\nu+n}.
\end{equation}

The mean of $1-\cos\varphi\approx\varphi^2/2$ over $K$ is $1-g_1$, so a narrow kernel needs a large $g_1$. Now $g_1$ is the expectation value of a matrix with $1/2$ beside its diagonal, an open chain of $N$ sites. Its eigenvectors are $\sin q_m(\nu+1)$, because
\begin{equation}
\tfrac12[\sin q\nu+\sin q(\nu+2)]=\cos q\,\sin q(\nu+1),
\end{equation}
and the ends require $\sin q(N+1)=0$, hence $q_m=m\pi/(N+1)$. The largest eigenvalue, $\cos q$, belongs to $q=\pi/(N+1)$. As $\sum_{s=1}^{N}\sin^2qs=(N+1)/2$, the normalized vector is $a_\nu=\sqrt{2/(N+1)}\,\sin q(\nu+1)$, and
\begin{align}
g_n&=\frac{1}{N+1}\sum_{s=1}^{N-n}\big[\cos qn-\cos q(2s+n)\big]\nonumber\\
&=\frac{1}{N+1}\Big[(N-n)\cos qn+\frac{\sin q(n+1)}{\sin q}\Big]\nonumber\\
&=\frac{(N-n+1)\cos qn+\sin qn\,\cot q}{N+1}.
\label{jackson}
\end{align}
The second line uses $\sum_{s=1}^{M}\cos q(2s+n)=\cos q(M+1+n)\,\sin qM/\sin q$ with $M=N-n$, where the cosine is $\cos\pi=-1$ and $\sin q(N-n)=\sin q(n+1)$. These are the Jackson factors.

\subsection*{The width and the estimate}

Since $x=T_1$ and $x^2=(1+T_2)/2$, equation (\ref{orth}) gives the first two moments of the peak (\ref{level}):
\begin{equation}
\langle x\rangle=g_1x_0,\qquad \langle x^2\rangle=\tfrac12\big[1+g_2(2x_0^2-1)\big].
\end{equation}
From (\ref{jackson}), $g_1=\cos q$. With $\sin2q\cot q=2\cos^2q=1+\cos2q$,
\begin{equation}
g_2=\frac{N\cos2q+1}{N+1}=1-\frac{2N}{N+1}\sin^2q .
\end{equation}
Inserting both into $\langle x^2\rangle-\langle x\rangle^2$, the terms without $\sin^2q$ cancel and
\begin{equation}
\frac{\sigma^2}{a^2}=\sin^2q\,\Big[\frac{N}{N+1}(1-x_0^2)+\frac{x_0^2}{N+1}\Big].
\label{var}
\end{equation}
At the centre, $x_0=0$,
\begin{equation}
\sigma=a\sqrt{\frac{N}{N+1}}\,\sin\frac{\pi}{N+1}\approx\frac{\pi a}{N}.
\label{sigma}
\end{equation}
For $\sigma=1$ meV the estimate is $N\approx\pi\times5000=15708$. The full formula gives 15707 as the smallest integer that suffices.

Equation (\ref{var}) also shows that the centre is the worst place. While $1-x_0^2\gg1/N$, the width is $(\pi/N)\sqrt{a^2-E^2}$. With $N$ held at 15707 it has fallen to 0.600 meV at $E=4$ eV.

No other square kernel gives a noticeably smaller rms width at the centre. The central variance is $(1-g_2)/2$, and $g_2$ is the expectation value of a matrix that couples second neighbours. For even $N$ this matrix splits into two open chains of $N/2$ sites, with largest eigenvalue $\cos[\pi/(N/2+1)]$. The smallest possible central width is thus $a\sin[\pi/(N+2)]$, the same to leading order. For odd $N$ the longer chain has $(N+1)/2$ sites, and $N+3$ replaces $N+2$. At $N=200$ the Jackson width is 0.25\,\% above it. This holds for the rms width only. Equal $a_\nu$ (the Fej\'er kernel) give a narrower core, which needs about a quarter fewer moments by the half-maximum or two-peak criteria below, but the tails then fall only as $1/\varphi^2$ and the rms width is much larger.

\subsection*{Line shape and stricter criteria}

Let $b_s=\sin qs$ and $F=\sum_{s=1}^{N}b_se^{is\varphi}$. Multiply $F$ by $e^{i\varphi}+e^{-i\varphi}$, shift the summation index, and use $b_{s-1}+b_{s+1}=2\cos q\,b_s$ with $b_0=b_{N+1}=0$. Only two end terms are left over:
\begin{equation}
2(\cos\varphi-\cos q)F=b_1+b_Ne^{i(N+1)\varphi}=\sin q\,\big[1+e^{i(N+1)\varphi}\big].
\end{equation}
Since $K=|F|^2/[\pi(N+1)]$,
\begin{equation}
K(\varphi)=\frac{\sin^2q\,\cos^2[(N+1)\varphi/2]}{\pi(N+1)(\cos\varphi-\cos q)^2}.
\end{equation}
For large $N$ at fixed $u=(N+1)\varphi$, $\cos\varphi-\cos q\approx(\pi^2-u^2)/[2(N+1)^2]$, so
\begin{equation}
K\approx(N+1)\,k(u),\qquad k(u)=\frac{4\pi\cos^2(u/2)}{(\pi^2-u^2)^2}.
\label{shape}
\end{equation}
Near the centre of the spectrum $u=(N+1)E/a$ for a level at $E=0$. The second term $K(\theta+\theta_0)$ has its argument near $\pi$, where $K$ is of order $N^{-3}$, and can be dropped.

The core is nearly Gaussian: the peak is 1.6\,\% higher than that of a Gaussian with the same $\sigma$. The tails are not. Replacing $\cos^2$ by its mean $1/2$ gives $k\approx2\pi/u^4$, so a fraction of about $4\pi/(3U^3)$ of the weight lies beyond $|u|=U$. Ten rms widths out, at $U=10\pi$, this is $1.35\times10^{-4}$; integrating (\ref{shape}) gives $1.38\times10^{-4}$. A weak feature close to a very strong peak can be buried under such a tail.

Half the peak height is reached at $u_h=3.735$. The full width at half maximum (FWHM) is therefore $2u_ha/(N+1)=2.38\,\sigma$, and an FWHM of 1 meV takes $N=37352$.

For two equal levels separated by $d$ in $u$, the curvature midway is $2k''(d/2)$. A dip appears when it turns positive, which happens when $d/2$ passes the inflection point $u_i=3.381$. The smallest separable splitting is
\begin{equation}
\Delta_{\min}=\frac{2u_ia}{N+1}\approx2.15\,\sigma ,
\end{equation}
so $\Delta_{\min}=1$ meV takes $N=33814$. At the headline value $N\approx15700$, levels 1 meV apart still merge.

\subsection*{Numerical check on a Hamiltonian}

An open chain of 101 sites with hopping 2.5 eV has levels $5\cos(m\pi/102)$ eV. They span 9.995 eV, one lies at zero, and its neighbours are 154 meV away. The moments of the end site follow from $|v_{k+1}\rangle=2(H/a)|v_k\rangle-|v_{k-1}\rangle$, where $|v_k\rangle=T_k(H/a)|v\rangle$. The identity $2T_mT_n=T_{m+n}+T_{|m-n|}$ gives two moments per step,
\begin{equation}
\mu_{2k}=2\langle v_k|v_k\rangle-\mu_0,\qquad
\mu_{2k+1}=2\langle v_{k+1}|v_k\rangle-\mu_1,
\end{equation}
so 15707 moments cost 7853 matrix--vector products.

The rms width of the central peak was measured within $\pm50$ meV, which cuts off part of the tail. The missing variance is $2\int_U^\infty u^2(2\pi/u^4)\,du=4\pi/U$, a fraction $4/(\pi U)$ of the total $\pi^2$. Here $U=15708\times0.01\approx157$, the fraction is 0.0081, and the expected width is $1.000\sqrt{1-0.0081}=0.996$ meV. The measured width is 0.996 meV. The measured FWHM, 2.378 meV, also agrees with the prediction.

For the two-peak criterion, each site was coupled by 0.5 meV to its partner in an identical chain. Symmetric and antisymmetric combinations then split every level by 1 meV, with equal weights on the end site. The central dip, relative to the maximum, is absent at $N=15707$ and at $N=32799$, 3\,\% below the threshold. It is 0.45\,\% at $N=34828$, 3\,\% above, and 4.6\,\% at $N=37352$. The threshold thus marks the first trace of a dip, and a clearly visible one needs more moments. The full set of values is in the numerical output.

\subsection*{What else limits the resolution}

\textbf{Sample size.} More moments eventually reveal the discrete levels of a finite sample. A clean ring of $L$ sites has levels $a\cos(2\pi j/L)$ and trace moments
\begin{equation}
\frac1L\sum_{j=0}^{L-1}\cos\frac{2\pi jn}{L}=0\qquad(0<n<L),
\end{equation}
the same as for the infinite chain; the first difference comes at $n=L$. Its total density is thus free of finite-size structure for $N\le L$, and about 15700 sites are enough for $\sigma=1$ meV. A slightly smaller ring shows only a weak ripple, because the last moments are strongly damped. This count holds for the clean ring, not for a general lattice.

\textbf{Energy window.} Outside $[-1,1]$ the polynomials grow exponentially, $T_n(\cosh\eta)=\cosh n\eta$, so the window must enclose the whole spectrum. A window 1\,\% wider raises $N$ from 15707 to 15864.

\textbf{A real band.} In nearest-neighbour tight binding the $\pi$ band of graphene has energies $\pm t|f|$ with $0\le|f|\le3$. A rough hopping $t=2.7$ eV gives a width of 16.2 eV with the Dirac point at the centre, and $\sigma=1$ meV there takes about 25400 moments. Real graphene lacks the electron--hole symmetry of this model. With a rough overlap $s=0.1$ between neighbouring orbitals, the energies become $-t\lambda/(1+s\lambda)$ with $\lambda=\pm|f|$, and the band runs from $-6.23$ to $11.57$ eV. The polynomials are then taken not of $H$, which alone has different eigenvalues, but of the orthogonalized Hamiltonian $S^{-1/2}HS^{-1/2}$, where $S$ is the overlap matrix. The matrix $S^{-1}H$ has the same eigenvalues and trace moments and serves equally for the total density, but it is not Hermitian, so the two-moments-per-step formulas then need the scalar product weighted by $S$. The Dirac point, still at zero, is now off centre. If $c$ is the midpoint and $a$ the new half-width, the width formula contains $\sqrt{a^2-c^2}=\sqrt{6.23\times11.57}\approx8.49$ eV instead of 8.1 eV, and $N$ rises by 4.8\,\%. This rise is set by the overlap chosen: it is about 2\,\% for $s=0.065$ and 8\,\% for $s=0.129$. Both counts are for the $\pi$ band alone. A Hamiltonian with further bands outside this window needs a wider one and more moments.

\textbf{Physical broadening.} A quantity averaged over the thermal window $-\partial f/\partial E\propto\cosh^{-2}(E/2k_BT)$, with $f$ now the Fermi function, is smeared with an FWHM of $4\,\mathrm{arccosh}\sqrt2\;k_BT=3.53\,k_BT$. That is 91 meV at 300 K, and it equals the kernel's 2.38 meV at 7.8 K. A state whose population decays with a rough lifetime $\tau=0.1$ ps has a Lorentzian FWHM $\hbar/\tau=6.6$ meV. If such smearing is part of the quantity sought, $\sigma$ need only be small compared with it, and $N$ falls in proportion to $1/\sigma$. The 1 meV target suits the bare spectrum, or a physical smearing several times wider than the kernel's 2.38 meV. The kernel still adds 11\,\% to the FWHM of the 6.6 meV lifetime line. For a smearing four times wider than the kernel, it adds about 6\,\% to a Lorentzian and 4\,\% to the thermal window. At 7.8 K, where the two widths are equal, the kernel already broadens the thermal window by 44\,\%, so a smaller $\sigma$ is needed there and below.

\section*{Table of computed values}
\begin{verbatim}
half-width of spectrum a = 5.00 eV
target resolution = 1.00 meV
estimate pi*a/target = 15708.0
N for rms width 1 meV = 15707
N for FWHM 1 meV = 37352
N for two peaks 1 meV apart = 33814
N for rms 1 meV, window 1 % wider = 15864
rms width, formula = 0.99997 meV
rms width, quadrature = 0.99997 meV
rms width at 4.0 eV = 0.6000 meV
N = 200: width above best square kernel = 0.247 %
N = 200: lowest lobe/peak, no damping = -0.2166
half-maximum point u_h = 3.73524
inflection point u_i = 3.38142
FWHM / rms width = 2.3779
two-peak splitting / rms width = 2.1527
peak height / Gaussian of same rms = 1.0159
weight beyond 10 rms widths = 1.384e-04
chain: sites = 101, hopping = 2.50 eV
chain: spectrum width = 9.9953 eV
chain: central level spacing = 154.0 meV
chain: matrix-vector products = 7853
chain: measuring window = +-50 meV
chain: rms in window, measured = 0.9960 meV
chain: rms in window, predicted = 0.9959 meV
chain: FWHM measured = 2.37792 meV
chain: FWHM predicted = 2.37792 meV
doublet: dip at N = 15707: 0.0000 %
doublet: dip at N = 32799: 0.0000 %
doublet: dip at N = 34828: 0.4473 %
doublet: dip at N = 37352: 4.6142 %
ring of 60: largest moment below order 60 = 4.3e-15
ring of 60: moment of order 60 = 1.0000
graphene: rough hopping = 2.7 eV
graphene: pi-band width = 16.20 eV
graphene: N for rms 1 meV = 25446
graphene: rough overlap = 0.1
graphene, overlap: band from -6.23 to 11.57 eV
graphene, overlap: N for rms 1 meV = 26676
graphene, overlap: change of N = 4.8 %
thermal FWHM / kT = 3.5255
thermal FWHM at 300 K = 91.1 meV
temperature with thermal FWHM = kernel FWHM: 7.83 K
rough lifetime = 0.1 ps
lifetime FWHM = 6.58 meV
\end{verbatim}
